# Cochran's law, Curie-Weiss permittivity and the factor two from Landau theory

Suppose the soft-mode frequency of a ferroelectric has been calculated at a few temperatures, and the transition temperature is to be found by extrapolation. One must decide which quantity to continue to zero along a straight line, the frequency or its square, and whether a slope found on one side of the transition may be used on the other. In the simplest Landau theory, with one polar axis, the square is linear in temperature, and its slope below the transition is minus two times its slope above. In a crystal with several equivalent polar axes this ratio refers only to the component polarized along the spontaneous polarization; the components perpendicular to it have a slope set by the anisotropy of the quartic terms. The same result fixes the static permittivity. It holds under definite conditions, and the factor two changes when some of them are relaxed.

## Setting and assumptions

Let $P$ be the polarization, along one polar axis, carried by a single long-wave lattice mode. SI units are used, and $\omega$ denotes an angular frequency.

**A1 (Landau free energy).** At zero macroscopic field the free energy density, measured from its value at $P=0$, is

$$f(P,T)=\tfrac12 a\,P^2+\tfrac14 b\,P^4,\qquad a=a_0(T-T_c),$$

with $a_0>0$ and $b>0$ independent of temperature. Odd powers are absent because $P$ and $-P$ are equivalent. The linear vanishing of $a$ is an input; a microscopic model that supports it is treated in the last section.

**A2 (inertia).** Landau theory is static and contains no frequency. The mode is therefore given a constant inertia $\mu>0$, and a macroscopic field $E$ along the axis drives it:

$$\mu\ddot P=-\frac{\partial f}{\partial P}+E. \tag{1}$$

Damping is left out, and the temperature is held fixed during the motion.

**A3 (background).** All faster polarization, electronic or from harder modes, responds instantly and linearly. For the longitudinal frequency in (5) and for (7) this requires every such mode to lie well above $\omega_{LO}$; when other polar modes lie near or below it, (7) is replaced by a product over all modes with the electronic permittivity in place of $\varepsilon_b$, while (3) and (4) still hold if those modes do not couple to $P$. Together with the vacuum term it gives a constant relative permittivity $\varepsilon_b$, so that along the axis

$$D=\varepsilon_0\varepsilon_b E+P. \tag{2}$$

**A4 (sample).** The crystal is a single domain, strain does not couple to $P$, and the static field is zero in the absence of an applied voltage, as between short-circuited electrodes.

## Theorem

Under A1 to A4, small long-wave transverse oscillations obey

$$\omega_{TO}^2=\begin{cases}\dfrac{a_0}{\mu}(T-T_c), & T>T_c,\\[2mm] \dfrac{2a_0}{\mu}(T_c-T), & T<T_c,\end{cases} \tag{3}$$

and the static permittivity along the polar axis is

$$\varepsilon(0)=\begin{cases}\varepsilon_b+\dfrac{C}{T-T_c}, & T>T_c,\\[2mm] \varepsilon_b+\dfrac{C}{2(T_c-T)}, & T<T_c,\end{cases}\qquad C=\frac{1}{\varepsilon_0a_0}. \tag{4}$$

The first line of (3) is Cochran's law, and the first line of (4) is the Curie-Weiss law with a constant offset.

## Lemma 1: the curvature at equilibrium

*Let $P_s$ be the equilibrium polarization at $E=0$ and $K=\partial^2f/\partial P^2$ at $P_s$. Then $K=a_0(T-T_c)$ above $T_c$ and $K=2a_0(T_c-T)$ below.*

**Proof.** Equilibrium at zero field requires

$$\frac{\partial f}{\partial P}=aP+bP^3=P\,(a+bP^2)=0.$$

For $T>T_c$ both $a$ and $b$ are positive, so the bracket cannot vanish and $P_s=0$. For $T<T_c$ there are also the solutions

$$P_s^2=-\frac ab=\frac{a_0(T_c-T)}{b}.$$

They have the lower free energy, since

$$f(P_s)=\tfrac12a\left(-\frac ab\right)+\tfrac14b\,\frac{a^2}{b^2}=-\frac{a^2}{4b}<0=f(0).$$

The second derivative is $\partial^2f/\partial P^2=a+3bP^2$. At $P_s=0$ it equals $a$. At $P_s^2=-a/b$ it equals

$$K=a+3b\left(-\frac ab\right)=a-3a=-2a=2a_0(T_c-T).\qquad\blacksquare$$

The factor two is thus three minus one. In the ordered phase the quartic term contributes $3|a|$ to the stiffness, and the quadratic term, which is now destabilizing, takes away $|a|$. The coefficient $b$ cancels because a smaller $b$ lets $P_s^2$ grow in proportion.

## Lemma 2: the two mode frequencies

*Small long-wave oscillations about $P_s$ have*

$$\omega_{TO}^2=\frac K\mu,\qquad \omega_{LO}^2=\omega_{TO}^2+\frac{1}{\mu\varepsilon_0\varepsilon_b}. \tag{5}$$

**Proof.** Put $P=P_s+u$. Expanding the force about equilibrium gives

$$\frac{\partial f}{\partial P}=\underbrace{aP_s+bP_s^3}_{0}+(a+3bP_s^2)\,u+3bP_su^2+bu^3 .$$

For small $u$ the last two terms are dropped, and (1) becomes

$$\mu\ddot u=-Ku+E. \tag{6}$$

The oscillating field $E$ depends on the direction of the wavevector $\mathbf q$. With retardation neglected, $\nabla\times\mathbf E=0$, so $\mathbf E$ is parallel to $\mathbf q$. Without free charge, $\nabla\cdot\mathbf D=0$, so the oscillating $\mathbf D$ has no component along $\mathbf q$.

*Transverse mode.* Here $\mathbf q$ is perpendicular to the polar axis, and $u$ has no component along $\mathbf q$. The component of $\mathbf D$ along $\mathbf q$ then comes from the field alone, and its vanishing gives $E=0$. Equation (6) reduces to $\ddot u=-(K/\mu)u$.

*Longitudinal mode.* Here $\mathbf q$ is parallel to the polar axis, so the oscillating part of (2) must vanish: $0=\varepsilon_0\varepsilon_bE+u$, or $E=-u/(\varepsilon_0\varepsilon_b)$. The field opposes the displacement and stiffens the mode:

$$\mu\ddot u=-\left(K+\frac1{\varepsilon_0\varepsilon_b}\right)u .$$

Division by $\mu$ gives the second frequency in (5). $\blacksquare$

The longitudinal mode does not soften to zero. At $T_c$ its square still equals $1/(\mu\varepsilon_0\varepsilon_b)$, which is the electrostatic cost of a polarization wave that carries bound charge.

## Lemma 3: the Lyddane-Sachs-Teller relation

*For this mode,*

$$\frac{\varepsilon(0)}{\varepsilon_b}=\frac{\omega_{LO}^2}{\omega_{TO}^2}. \tag{7}$$

**Proof.** Let $E$ and $u$ vary as $e^{-i\omega t}$. Then $\ddot u=-\omega^2u$, and (6) gives $(K-\mu\omega^2)u=E$. With $K=\mu\omega_{TO}^2$,

$$u=\frac{E}{\mu(\omega_{TO}^2-\omega^2)} .$$

The oscillating part of (2), divided by $\varepsilon_0E$, is the relative permittivity:

$$\varepsilon(\omega)=\varepsilon_b+\frac{1}{\varepsilon_0\mu(\omega_{TO}^2-\omega^2)}
=\varepsilon_b\,\frac{\omega_{TO}^2+\dfrac{1}{\mu\varepsilon_0\varepsilon_b}-\omega^2}{\omega_{TO}^2-\omega^2}
=\varepsilon_b\,\frac{\omega_{LO}^2-\omega^2}{\omega_{TO}^2-\omega^2}.$$

The second form puts both terms over a common denominator, and the third uses (5). Setting $\omega=0$ gives (7). $\blacksquare$

## Proof of the theorem

Inserting the two values of $K$ from Lemma 1 into $\omega_{TO}^2=K/\mu$ gives (3). For the permittivity, put (5) into (7):

$$\varepsilon(0)=\varepsilon_b\,\frac{\omega_{TO}^2+1/(\mu\varepsilon_0\varepsilon_b)}{\omega_{TO}^2}
=\varepsilon_b+\frac{1}{\varepsilon_0\,\mu\omega_{TO}^2}=\varepsilon_b+\frac1{\varepsilon_0K}.$$

The inertia has cancelled, as it must in a static quantity. With $K=a_0(T-T_c)$ above and $K=2a_0(T_c-T)$ below, this is (4). $\blacksquare$

**Remark 1 (a constant LO frequency).** One may replace $\omega_{LO}$ in (7) by a constant. If the constant is its value at $T_c$, then above $T_c$

$$\varepsilon(0)\approx\frac{1}{\varepsilon_0\mu\,\omega_{TO}^2}=\frac{C}{T-T_c},$$

and only the offset $\varepsilon_b$ is lost. If it is the value at another temperature $T_0>T_c$, then $\omega_{LO}^2$ contains the extra constant $a_0(T_0-T_c)/\mu$. Multiplied by $\varepsilon_b/\omega_{TO}^2$, this adds $\varepsilon_b(T_0-T_c)/(T-T_c)$, so the apparent Curie constant becomes $C+\varepsilon_b(T_0-T_c)$. The relative error in $C$ is small when $\varepsilon_b(T_0-T_c)\ll C$.

## Worked example

The following round model parameters describe no particular material: $T_c=300$ K, $a_0=10^6\ \mathrm{J\,m\,C^{-2}\,K^{-1}}$, $b=10^9\ \mathrm{J\,m^5\,C^{-4}}$, $\mu=1.5\times10^{-18}\ \mathrm{J\,m\,s^2\,C^{-2}}$ and $\varepsilon_b=5$. They give $C=1.129\times10^5$ K and $1/(\mu\varepsilon_0\varepsilon_b)=15058.8\ \mathrm{rad^2\,ps^{-2}}$.

Ten kelvin above the transition, $K=10^7\ \mathrm{J\,m\,C^{-2}}$ and

$$\omega_{TO}^2=\frac{10^7}{1.5\times10^{-18}}\ \mathrm{rad^2\,s^{-2}}=6.667\ \mathrm{rad^2\,ps^{-2}},\qquad \nu_{TO}=\frac{\sqrt{6.667}}{2\pi}\ \mathrm{THz}=0.411\ \mathrm{THz},$$

which corresponds to $13.7\ \mathrm{cm^{-1}}$. The longitudinal mode has $\omega_{LO}^2=15058.8+6.7=15065.5\ \mathrm{rad^2\,ps^{-2}}$, or $\nu_{LO}=19.53$ THz. (This value needs $\varepsilon_b$ to be instantaneous at that frequency; if one of its five units came from a polar mode at 15 THz, the longitudinal frequencies would be 13.7 and 23.9 THz.) The two routes to the permittivity agree:

$$5+\frac{1.12941\times10^5}{10}=11299,\qquad 5\times\frac{15065.455}{6.6667}=11299 .$$

Ten kelvin below the transition, $P_s=\sqrt{10^7/10^9}=0.100\ \mathrm{C\,m^{-2}}$. The stiffness is doubled, so $\omega_{TO}^2=13.33\ \mathrm{rad^2\,ps^{-2}}$ and $\nu_{TO}=0.581$ THz. The frequency itself is larger by $\sqrt2$, not by two. The permittivity is $5+1.12941\times10^5/20=5652$.

The numerical check obtains the frequencies by timing small oscillations of the full nonlinear equation (1), and the permittivity from the shift of equilibrium in a small static field. Straight lines through the timed $\omega_{TO}^2$ have slopes $0.6667$ above and $-1.3333\ \mathrm{rad^2\,ps^{-2}\,K^{-1}}$ below $T_c$.

The opening decision can now be given a size. At 20 and 40 K above $T_c$ the frequencies are $0.5812$ and $0.8219$ THz. A straight line through these two frequencies has slope $0.2407/20=0.01204$ THz/K and reaches zero at

$$T-T_c=20-\frac{0.5812}{0.01204}=-28\ \mathrm{K}.$$

The transition would be placed 28 K too low. A line through the squares, $13.333$ and $26.667\ \mathrm{rad^2\,ps^{-2}}$, reaches zero at $T_c$.

Between 10 and 40 K above $T_c$, $\omega_{LO}$ rises by only $0.07$ percent. Freezing it at its value 40 K above $T_c$ would change the Curie constant by $5\times40=200$ K, which is about $0.2$ percent of $C$.

## Where the factor two changes

**Remark 2 (sixth-order term).** Add $\tfrac16c_6P^6$ with $c_6>0$. In the ordered phase $a+bP_s^2+c_6P_s^4=0$, and the curvature is

$$K=a+3bP_s^2+5c_6P_s^4=2bP_s^2+4c_6P_s^4 .$$

For $a<0$ we have $|a|=bP_s^2+c_6P_s^4$, and therefore

$$\frac{K}{|a|}=\frac{2b+4c_6P_s^2}{b+c_6P_s^2}. \tag{8}$$

For $b>0$ this tends to 2 as $P_s\to0$, so the factor two is then a limiting law at $T_c$. At a tricritical point, $b=0$, the ratio is 4. With $c_6=10^{10}\ \mathrm{J\,m^9\,C^{-6}}$ and the other parameters as above, the ratio is $2.02$ at 1 K and $2.47$ at 40 K below $T_c$. This is $K/|a|$; the local slope $|dK/dT|/a_0$ is larger, $2.04$ and $2.76$ at the same temperatures.

For $b<0$ the transition is discontinuous. It occurs where the polar minimum has $f=0$, which is the value at $P=0$. Twice this condition, divided by $P^2$, reads $a+\tfrac12bP^2+\tfrac13c_6P^4=0$. Subtracting it from the equilibrium condition leaves $\tfrac12b+\tfrac23c_6P^2=0$, so $P^2=-3b/(4c_6)$. Then

$$a=-bP^2-c_6P^4=\frac{3b^2}{4c_6}-\frac{9b^2}{16c_6}=\frac{3b^2}{16c_6}>0 .$$

The transition comes while the nonpolar phase is still stable, and the soft mode does not reach zero there. Extrapolating $\omega_{TO}^2$ from above then finds the temperature at which $a$ vanishes, which lies below the transition.

**Remark 3 (strain).** Let a strain $s$ contribute $\tfrac12cs^2-qsP^2$, with elastic constant $c$ and coupling $q$. If the strain is free to relax, $cs-qP^2=0$, so $s=qP^2/c$. Substitution gives

$$\tfrac12cs^2-qsP^2=\frac{q^2P^4}{2c}-\frac{q^2P^4}{c}=-\frac{q^2P^4}{2c}.$$

The quartic coefficient is thereby lowered to $b_{\rm free}=b-2q^2/c$, assumed positive. Lemma 1 applies with $b_{\rm free}$, so the static stiffness of the free crystal keeps the factor two, and $P_s^2=|a|/b_{\rm free}$.

A mode too fast for the strain to follow feels the curvature at fixed $s=qP_s^2/c$:

$$K_{\rm fast}=a+3bP_s^2-2qs=a+3bP_s^2-\frac{2q^2}{c}P_s^2 .$$

Here $2q^2/c=b-b_{\rm free}$ and $a=-b_{\rm free}P_s^2$. The terms in $b_{\rm free}$ cancel, leaving

$$K_{\rm fast}=2bP_s^2=2\,\frac{b}{b_{\rm free}}\,|a| .$$

Above $T_c$ both $P_s$ and $s$ vanish, and the coupling has no effect on the stiffness. The slope ratio of the mode therefore has magnitude $2b/b_{\rm free}>2$. For $b=1.5\times10^9$ and $b_{\rm free}=1.0\times10^9\ \mathrm{J\,m^5\,C^{-4}}$ it is 3. Ten kelvin below $T_c$ the free permittivity is then 5652 and the permittivity at fixed strain is 3770. It is the second that the Lyddane-Sachs-Teller relation gives from the mode frequencies. All this concerns the coupling $sP^2$. If the nonpolar phase is piezoelectric, a term $-gsP$ is also allowed. The free crystal then orders where $a=g^2/c$, the fast mode still has $\omega_{TO}^2=g^2/(c\mu)$ there, and extrapolating $\omega_{TO}^2$ from above places the transition too low by $g^2/(ca_0)$.

**Remark 4 (temperature).** A similar stiffening occurs if the mode is too fast for heat exchange. The entropy density is $-\partial f/\partial T=-\tfrac12a_0P^2$ plus a part independent of $P$. Let $c_0$ be the heat capacity per volume at fixed $P$. At constant entropy, $(c_0/T)\,dT=a_0P\,dP$. The force $aP+bP^3$ then changes by a further $a_0P\,dT$, so

$$K_{\rm ad}=K+\frac{a_0^2TP_s^2}{c_0}=\left(2+\frac{a_0^2T}{bc_0}\right)|a|,\qquad T<T_c .$$

The factor two thus belongs to the isothermal curvature assumed in A2. A long-wave mode at terahertz frequency does not exchange heat within a period, so this correction is to be expected in practice, and it does not vanish at $T_c$. With the example parameters and $c_0=3\times10^6\ \mathrm{J\,m^{-3}\,K^{-1}}$, the factor at 290 K is $2.10$.

**Remark 5 (damping).** A friction term $-\mu\gamma\dot u$ in (6) changes the condition for a free transverse oscillation to $\omega^2+i\gamma\omega-\omega_{TO}^2=0$, with roots

$$\omega=-\frac{i\gamma}{2}\pm\sqrt{\omega_{TO}^2-\frac{\gamma^2}{4}} .$$

If $\gamma$ stays finite at $T_c$, then close enough to $T_c$ one has $\omega_{TO}<\gamma/2$, and the motion decays without oscillating. The law (3) then describes the parameter $\omega_{TO}^2=K/\mu$ of a damped-oscillator fit. It does not give the peak of the dielectric loss $\varepsilon''(\omega)$, which damping moves below $\omega_{TO}$. The product $\omega\varepsilon''(\omega)$, proportional to the optical conductivity, behaves differently. For this oscillator it is proportional to $\gamma/[(\omega_{TO}^2/\omega-\omega)^2+\gamma^2]$, and so it peaks at $\omega_{TO}$ for any $\gamma>0$. The static permittivity is unchanged, because friction does not act at $\omega=0$.

## Support for the Landau input

The linear vanishing of $a$ can be obtained from a microscopic model in the mean-field approximation. Consider classical sites with displacement $x$, on-site energy $\tfrac12x^2+\tfrac14x^4$, and coupling $J$ to the mean displacement $m$, in dimensionless units with $k_B=1$. Each site feels the field $h=Jm+E$. Its thermal mean is odd in $h$, so for small $h$

$$m=\chi_1h-\chi_3h^3+\dots,\qquad \chi_1=\frac{\langle x^2\rangle_0}{T},$$

where the average is taken at $h=0$. To invert the series, put $h=\alpha m+\beta m^3$. The terms in $m$ give $\alpha=1/\chi_1$, and those in $m^3$ give $0=\chi_1\beta-\chi_3\alpha^3$, so $\beta=\chi_3/\chi_1^4$. Since $E=h-Jm$,

$$E=\left(\frac1{\chi_1}-J\right)m+\frac{\chi_3}{\chi_1^4}\,m^3+\dots$$

This is the Landau equation of state with $a=1/\chi_1(T)-J$. As $\chi_1$ is a smooth function of temperature, $a$ passes through zero linearly if its slope there is not zero. If the cubic coefficient is positive at $T_c$, the curvature of $a(T)$ and higher powers of $m$ correct the factor two by amounts that vanish at $T_c$. The temperature dependence of the cubic coefficient does not correct it by itself, because that coefficient cancels in Lemma 1 at each temperature.

Direct thermal averages for $J=2$ bear this out. At relative distances $0.02$, $0.005$ and $0.00125$ from $T_c$, the ratio of the static stiffness below to that above is $2.032$, $2.008$ and $2.002$. Its excess over 2 falls about fourfold at each fourfold approach, and the extrapolated ratio is $2.000$.

This supports the statics within classical mean-field theory, and only close to $T_c$. A line through $a$ at relative distances $0.5$ and $1.0$ above $T_c$ reaches zero about 9 percent below $T_c$. Zero-point motion can remove the transition: for unit mass and $\hbar=1.1$ none appears down to $T=0.02$, although a line through $T=1$ and $1.5$ predicts one at $0.33$. The argument does not establish the mode frequency either. In the undamped mean-field response of the same sites, which exchange no energy during the motion, the ratio of $\omega^2$ below to above is about $3.8$ for $\hbar=0.3$ near $T_c$, a stiffening of the kind described in Remark 4. The argument does not test the constant inertia of A2, and it says nothing about a region near $T_c$ where correlated fluctuations between sites matter; there neither the linear law nor the factor two follows from the argument given here.

## Computed results

```
Tc = 300 K, a0 = 1.00e+06 J m C^-2 K^-1
b = 1.00e+09 J m^5 C^-4, mu = 1.50e-18 J m s^2 C^-2
background permittivity eps_b = 5.0
Curie constant C = 1/(eps0 a0) = 1.12941e+05 K
1/(mu eps0 eps_b) = 15058.788 rad^2/ps^2
Timed modes and static-field permittivity:
T-Tc = -40 K: P_s = 0.2000 C/m^2, omega_TO^2 = 53.3333 rad^2/ps^2
   nu_TO = 1.1623 THz, nu_LO = 19.5651 THz
   eps(0) = 1416.76, eps_b*LO^2/TO^2 = 1416.76
T-Tc = -20 K: P_s = 0.1414 C/m^2, omega_TO^2 = 26.6667 rad^2/ps^2
   nu_TO = 0.8219 THz, nu_LO = 19.5479 THz
   eps(0) = 2828.52, eps_b*LO^2/TO^2 = 2828.52
T-Tc = -10 K: P_s = 0.1000 C/m^2, omega_TO^2 = 13.3333 rad^2/ps^2
   nu_TO = 0.5812 THz, nu_LO = 19.5392 THz
   eps(0) = 5652.05, eps_b*LO^2/TO^2 = 5652.05
T-Tc = +10 K: P_s = 0.0000 C/m^2, omega_TO^2 = 6.6667 rad^2/ps^2
   nu_TO = 0.4109 THz, nu_LO = 19.5349 THz
   eps(0) = 11299.09, eps_b*LO^2/TO^2 = 11299.09
T-Tc = +20 K: P_s = 0.0000 C/m^2, omega_TO^2 = 13.3333 rad^2/ps^2
   nu_TO = 0.5812 THz, nu_LO = 19.5392 THz
   eps(0) = 5652.05, eps_b*LO^2/TO^2 = 5652.05
T-Tc = +40 K: P_s = 0.0000 C/m^2, omega_TO^2 = 26.6667 rad^2/ps^2
   nu_TO = 0.8219 THz, nu_LO = 19.5479 THz
   eps(0) = 2828.52, eps_b*LO^2/TO^2 = 2828.52
slope of omega_TO^2 above Tc = 0.66667 rad^2/ps^2/K
slope of omega_TO^2 below Tc = -1.33333 rad^2/ps^2/K
signed slope ratio below/above = -2.00000
nu_TO(-10 K)/nu_TO(+10 K) = 1.41421
TO wavenumber at +10 K = 13.71 cm^-1
relative LO change, +10 to +40 K = 0.0664 percent
sextic coefficient c6 = 1.0e+10 J m^9 C^-6
b = 1.0e+09 J m^5 C^-4, T-Tc = -1 K: K/|a| = 2.0196
b = 1.0e+09 J m^5 C^-4, T-Tc = -40 K: K/|a| = 2.4689
b = 0.0e+00 J m^5 C^-4, T-Tc = -10 K: K/|a| = 4.0000
strain: b = 1.50e+09, b_free = 1.00e+09 J m^5 C^-4
strain: c = 1.0e+11 J/m^3, q = 5.0e+09 J m C^-2
free static K/|a| = 2.0000, frozen-strain mode = 3.0000
at -10 K: eps free = 5652.0, clamped = 3769.7, eps_b*LO^2/TO^2 = 3769.7
site model: J = 2.0, Tc = 0.81579 (dimensionless)
site model, |T-Tc|/Tc = 0.02000: stiffness ratio below/above = 2.03230
site model, |T-Tc|/Tc = 0.00500: stiffness ratio below/above = 2.00803
site model, |T-Tc|/Tc = 0.00125: stiffness ratio below/above = 2.00200
site model: ratio extrapolated to Tc = 2.00000
site model: stiffness ratio on doubling T-Tc = 1.99943
```
